# Integer charge transport by a proton in insulating water: verification in Python

```python
"""
Result under test: a proton carried once around a periodic insulating cell
transports an integer charge Q = (1/L) * loop integral of Z*(R) dR, although
the Born charge Z*(R) = 1 - 2 dX/dR is not an integer.
X: sum of Wannier centres of the occupied electron pairs; L: cell length;
R: proton position. One-dimensional model, Gaussian wells, plane waves.
Units: eV, nm, fs, elementary charge e.
"""
import numpy as np
from scipy import constants as sc

HBAR = sc.hbar / sc.e * 1e15                           # eV fs
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/2m, eV nm^2
SIGMA = 0.05                                           # well width, nm


def ionic(L, pos, dep, M):
    """Fourier coefficients of periodic Gaussian wells, indices -2M..2M."""
    q = 2 * np.pi / L * np.arange(-2 * M, 2 * M + 1)
    phases = np.exp(-1j * np.outer(q, pos)) @ np.asarray(dep, float)
    return -SIGMA * np.sqrt(2 * np.pi) / L * np.exp(-(q * SIGMA)**2 / 2) * phases


def matrix(vq):
    n = (len(vq) + 1) // 2
    i = np.arange(n)
    return vq[i[:, None] - i[None, :] + n - 1]


def bands(L, vq, nk):
    """Energies, states and wave numbers k+G on a uniform k grid from k=0."""
    M = (len(vq) - 1) // 4
    b = 2 * np.pi / L
    p = b * (np.arange(nk)[:, None] / nk + np.arange(-M, M + 1)[None, :])
    H = np.tile(matrix(vq), (nk, 1, 1)).astype(complex)
    d = np.arange(2 * M + 1)
    H[:, d, d] += KIN * p**2
    E, C = np.linalg.eigh(H)
    return E, C, p


def flow(L, vq, dvq, pairs, nk):
    """Response dX/ds for a potential change dvq per unit s, and the gap."""
    E, C, p = bands(L, vq, nk)
    occ, emp = C[:, :, :pairs], C[:, :, pairs:]
    bra = emp.conj().transpose(0, 2, 1)
    A = bra @ (matrix(dvq) @ occ)
    B = bra @ (2 * KIN * p[:, :, None] * occ)
    dE = E[:, None, :pairs] - E[:, pairs:, None]
    rate = -2 * np.sum(np.imag(A.conj() * B) / dE**2) / nk
    return rate, E[:, pairs].min() - E[:, pairs - 1].max()


def centre(L, vq, pairs, nk):
    """Sum of Wannier centres from the Berry phase, modulo L."""
    C = bands(L, vq, nk)[1][:, :, :pairs]
    last = np.zeros_like(C[0])
    last[:-1] = C[0][1:]
    z = 1.0 + 0j
    for j in range(nk):
        nxt = C[j + 1] if j + 1 < nk else last
        det = np.linalg.det(C[j].conj().T @ nxt)
        z *= det / abs(det)
    return -L / (2 * np.pi) * np.angle(z)


def loop(L, path, pairs, nk, ns, M):
    """Response rates dX/ds and gaps along a closed path, s in [0,1)."""
    h, out = 1e-4, []
    for s in np.arange(ns) / ns:
        dv = (ionic(L, *path(s + h), M) - ionic(L, *path(s - h), M)) / (2 * h)
        out.append(flow(L, ionic(L, *path(s), M), dv, pairs, nk))
    out = np.array(out)
    return out[:, 0], out[:, 1].min()


# ---------- three molecules and one proton, rigid molecules ----------
L, M, PAIRS, NK = 0.84, 15, 3, 6
mol = np.array([0.0, 0.27, 0.57])
mol_depth = [24.0, 22.0, 26.0]
prot_depth = 10.0
depths = mol_depth + [prot_depth]


def rigid(s):
    return np.append(mol, L * s), depths


NS = 168
rates, gap = loop(L, rigid, PAIRS, NK, NS, M)
Z = 1 - 2 * rates / L
Q = Z.mean()
assert gap > 2.0
assert abs(Q - 1) < 1e-4
assert np.max(np.abs(Z - np.round(Z))) > 0.2

# Response against finite differences of the Berry-phase centre.
# The discrete Berry phase has an error of order (1/nk)^2, hence 1e-3.
fd_error = 0.0
for i in (10, 54, 84, 130):
    h = 1e-3
    s = i / NS
    dX = (centre(L, ionic(L, *rigid(s + h), M), PAIRS, 40)
          - centre(L, ionic(L, *rigid(s - h), M), PAIRS, 40))
    dX -= L * np.round(dX / L)
    h_nm = 2 * h * L
    fd_error = max(fd_error, abs(1 - 2 * dX / h_nm - Z[i]))
assert fd_error < 5e-3      # adds the step error of the central difference

# Rigid translation of every well must carry every electron pair along.
pos0, _ = rigid(0.2)
h = 1e-5
dv_all = (ionic(L, pos0 + h, depths, M) - ionic(L, pos0 - h, depths, M)) / (2 * h)
sum_rule = flow(L, ionic(L, pos0, depths, M), dv_all, PAIRS, NK)[0]
assert abs(sum_rule - PAIRS) < 1e-4

# Mean Born charge over each hop between neighbouring molecules.
marks = [0, 54, 114, 168]
Zc = np.append(Z, Z[0])
hops = [(Zc[a:b + 1].sum() - (Zc[a] + Zc[b]) / 2) / (b - a)
        for a, b in zip(marks[:-1], marks[1:])]

# ---------- direct time evolution ----------
T_RUN, DT, NKT = 40.0, 0.004, 4
steps = int(round(T_RUN / DT))
npw = 2 * M + 1
x = np.arange(npw) * L / npw


def wells(centre_x, depth):
    u = x[:, None] - centre_x + L * np.arange(-2, 3)[None, :]
    return -depth * np.exp(-u**2 / (2 * SIGMA**2)).sum(axis=1)


V_mol = sum(wells(c, d) for c, d in zip(mol, mol_depth))
_, C0, p = bands(L, ionic(L, *rigid(0.0), M), NKT)
start = np.fft.ifftshift(C0[:, :, :PAIRS].transpose(0, 2, 1), axes=2)
pf = np.fft.ifftshift(p, axes=1)[:, None, :]
velocity = 2 * KIN * pf / HBAR
full = np.exp(-1j * KIN * pf**2 * DT / HBAR)
half = np.exp(-0.5j * KIN * pf**2 * DT / HBAR)
c = start.copy()
moved = 0.5 * DT * np.sum(np.abs(c)**2 * velocity) / NKT
c = c * half
for n in range(steps):
    tau = (n + 0.5) / steps
    R = L * (tau - np.sin(2 * np.pi * tau) / (2 * np.pi))
    kick = np.exp(-1j * DT / HBAR * (V_mol + wells(R, prot_depth)))
    c = np.fft.fft(np.fft.ifft(c, axis=2) * kick, axis=2)
    final = n == steps - 1
    moved += (0.5 if final else 1.0) * DT * np.sum(np.abs(c)**2 * velocity) / NKT
    c = c * (half if final else full)
Q_time = 1 - 2 * moved / L
returned = np.sum(np.abs(np.einsum('kng,kmg->knm', start.conj(), c))**2) / NKT
excited = 2 * (PAIRS - returned)
assert abs(Q_time - 1) < 5e-3     # finite speed and finite time step
assert excited < 1e-2

# ---------- molecules pulled toward the passing proton ----------
PULL = 0.03


def pulled(s):
    th = 2 * np.pi * s - 2 * np.pi * mol / L
    shift = PULL * np.sin(th) * np.exp(2 * (np.cos(th) - 1))
    return np.append(mol + shift, L * s), depths


rates_p, gap_p = loop(L, pulled, PAIRS, NK, 96, M)
Q_pulled = 1 - 2 * rates_p.mean() / L
own = []
for s in np.arange(96) / 96:
    pos, _ = pulled(s)
    up, dn = pos.copy(), pos.copy()
    up[-1] += L * 1e-4
    dn[-1] -= L * 1e-4
    dv = (ionic(L, up, depths, M) - ionic(L, dn, depths, M)) / 2e-4
    own.append(flow(L, ionic(L, pos, depths, M), dv, PAIRS, NK)[0])
Q_own = 1 - 2 * np.mean(own) / L
max_shift = max(np.max(np.abs(pulled(s)[0][:-1] - mol)) for s in np.arange(96) / 96)
assert gap_p > 2.0
assert abs(Q_pulled - 1) < 1e-3
assert abs(Q_own - 1) > 1e-3

# ---------- self-consistent contact mean field g*n(x) ----------
G_MF, NSM, NX = 0.3, 84, 64
xg = np.arange(NX) * L / NX
to_grid = np.exp(2j * np.pi / L * np.outer(xg, np.arange(-M, M + 1)))
to_q = np.exp(-2j * np.pi / L * np.outer(np.arange(-2 * M, 2 * M + 1), xg)) / NX
v_mf = np.zeros(4 * M + 1, complex)
fields = []
for s in np.arange(NSM) / NSM:
    v_ext = ionic(L, *rigid(s), M)
    for it in range(300):
        C = bands(L, v_ext + v_mf, 4)[1][:, :, :PAIRS]
        dens = 2 / L * np.sum(np.abs(to_grid @ C)**2, axis=(0, 2)) / 4
        change = to_q @ (G_MF * dens) - v_mf
        v_mf = v_mf + 0.6 * change
        if np.max(np.abs(change)) < 1e-7:
            break
    assert np.max(np.abs(change)) < 1e-7
    fields.append(v_mf.copy())
fields = np.array(fields)
order = np.fft.fftfreq(NSM, 1 / NSM)
order[NSM // 2] = 0
d_fields = np.fft.ifft(2j * np.pi * order[:, None] * np.fft.fft(fields, axis=0), axis=0)
mf = []
for i in range(NSM):
    s, h = i / NSM, 1e-4
    dv = (ionic(L, *rigid(s + h), M) - ionic(L, *rigid(s - h), M)) / (2 * h)
    mf.append(flow(L, ionic(L, *rigid(s), M) + fields[i], dv + d_fields[i], PAIRS, 4))
mf = np.array(mf)
Z_mf = 1 - 2 * mf[:, 0] / L
Q_mf, gap_mf = Z_mf.mean(), mf[:, 1].min()
mf_change = np.max(np.abs(Z_mf - Z[::2]))
assert gap_mf > 1.0
assert abs(Q_mf - 1) < 1e-3
assert mf_change > 0.01

# ---------- one molecule per cell: other integers, metallic point ----------
A1, D1, M1 = 0.28, 24.0, 7


def around(depth):
    return lambda s: (np.array([0.0, A1 * s]), [D1, depth])


def small(s):
    t = 2 * np.pi * s
    return np.array([0.0, A1 / 2 + 0.05 * np.cos(t)]), [D1, D1 + 10 * np.sin(t)]


r_sh, gap_sh = loop(A1, around(12.0), 1, 32, 120, M1)
r_dp, gap_dp = loop(A1, around(48.0), 1, 32, 120, M1)
r_sm, gap_sm = loop(A1, small, 1, 32, 120, M1)
Q_sh, Q_dp = 1 - 2 * r_sh.mean() / A1, 1 - 2 * r_dp.mean() / A1
Q_sm = -2 * r_sm.mean() / A1
E_touch = bands(A1, ionic(A1, [0.0, A1 / 2], [D1, D1], M1), 2)[0]
touch = E_touch[1, 1] - E_touch[1, 0]
assert min(gap_sh, gap_dp, gap_sm) > 0.5
assert abs(Q_sh - 1) < 2e-3 and abs(Q_dp + 1) < 2e-3
assert abs(abs(Q_sm) - 2) < 2e-3
assert touch < 1e-4

# Current response sampled at k=0 only.
Q_k0_small = 1 - 2 * loop(A1, around(12.0), 1, 1, 120, M1)[0].mean() / A1
Q_k0_large = 1 - 2 * loop(L, rigid, PAIRS, 1, NS, M)[0].mean() / L
assert abs(Q_k0_small - 1) > 0.01
assert abs(Q_k0_large - 1) < abs(Q_k0_small - 1)

# ---------- size of neglected effects ----------
TEMP = 300.0
kT = sc.k * TEMP / sc.e
v_th = np.sqrt(sc.k * TEMP / sc.m_p) * 1e-6            # nm/fs
nonad = HBAR * v_th / (SIGMA * gap)
log_carriers = -gap / (2 * kT) / np.log(10)
spread = sc.hbar / np.sqrt(12 * sc.m_p * sc.k * TEMP) * 1e9
wave = 2 * np.pi / L * np.fft.fftfreq(NS, 1 / NS)
Z_smooth = np.fft.ifft(np.fft.fft(Z) * np.exp(-(wave * spread)**2 / 2)).real
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * 0.28e-9)

print(f"cell length {L:.2f} nm, well width {SIGMA:.2f} nm, pairs {PAIRS}")
print("molecule positions (nm):", mol, " depths (eV):", mol_depth)
print(f"proton well depth {prot_depth:.1f} eV")
print(f"smallest gap on rigid path {gap:.2f} eV")
for i in (0, 27, 54, 84, 114, 141):
    print(f"  Born charge at R = {i * L / NS:.3f} nm: {Z[i]:.4f} e")
print(f"Born charge range {Z.min():.4f} to {Z.max():.4f} e")
print("mean Born charge per hop (e):", " ".join(f"{q:.4f}" for q in hops))
print(f"loop charge, response {Q:.6f} e = {Q * sc.e:.4e} C")
print(f"largest response/Berry-phase difference {fd_error:.1e} e")
print(f"translation sum rule: {sum_rule:.6f} pairs")
print(f"time evolution: duration {T_RUN:.0f} fs, step {DT} fs")
print(f"  peak proton speed {2 * L / T_RUN:.4f} nm/fs")
print(f"  transported charge {Q_time:.5f} e")
print(f"  electrons left excited per cell {excited:.1e}")
print(f"pulled molecules: largest shift {max_shift:.4f} nm, gap {gap_p:.2f} eV")
print(f"  total charge {Q_pulled:.5f} e, proton's own share {Q_own:.5f} e")
print(f"mean field: strength {G_MF} eV nm, smallest gap {gap_mf:.2f} eV")
print(f"  Born charge range {Z_mf.min():.4f} to {Z_mf.max():.4f} e")
print(f"  largest change of Born charge {mf_change:.4f} e")
print(f"  loop charge {Q_mf:.5f} e")
print(f"one-molecule cell: length {A1} nm, molecule depth {D1} eV")
print(f"  proton depth 12 eV: charge {Q_sh:.5f} e, gap {gap_sh:.2f} eV")
print(f"  proton depth 48 eV: charge {Q_dp:.5f} e, gap {gap_dp:.2f} eV")
print(f"  gap at equal depths, R = L/2, k = pi/L: {touch:.1e} eV")
print("  small loop: amplitudes 0.05 nm and 10 eV")
print(f"  small loop: charge {Q_sm:.5f} e, gap {gap_sm:.2f} eV")
print(f"k=0 response only: one-molecule cell {Q_k0_small:.4f} e")
print(f"k=0 response only: three-molecule cell {Q_k0_large:.6f} e")
print(f"temperature {TEMP:.0f} K, thermal proton speed {v_th:.5f} nm/fs")
print(f"non-adiabatic parameter hbar v/(width*gap) {nonad:.1e}")
print(f"log10 of thermal carrier factor exp(-gap/2kT) {log_carriers:.1f}")
print(f"free-proton quantum spread {spread:.4f} nm")
print(f"  smoothed Born charge range {Z_smooth.min():.4f} to {Z_smooth.max():.4f} e")
print(f"bare Coulomb energy at 0.28 nm {coulomb:.2f} eV")
print("finished without a failed check")
```

Output:

```
cell length 0.84 nm, well width 0.05 nm, pairs 3
molecule positions (nm): [0.   0.27 0.57]  depths (eV): [24.0, 22.0, 26.0]
proton well depth 10.0 eV
smallest gap on rigid path 7.68 eV
  Born charge at R = 0.000 nm: 0.4428 e
  Born charge at R = 0.135 nm: 1.8247 e
  Born charge at R = 0.270 nm: 0.3908 e
  Born charge at R = 0.420 nm: 1.8386 e
  Born charge at R = 0.570 nm: 0.4734 e
  Born charge at R = 0.705 nm: 1.7848 e
Born charge range 0.3901 to 1.8544 e
mean Born charge per hop (e): 0.9934 1.0063 0.9996
loop charge, response 1.000000 e = 1.6022e-19 C
largest response/Berry-phase difference 5.6e-05 e
translation sum rule: 3.000000 pairs
time evolution: duration 40 fs, step 0.004 fs
  peak proton speed 0.0420 nm/fs
  transported charge 0.99999 e
  electrons left excited per cell 3.8e-06
pulled molecules: largest shift 0.0121 nm, gap 7.87 eV
  total charge 1.00000 e, proton's own share 0.93165 e
mean field: strength 0.3 eV nm, smallest gap 6.10 eV
  Born charge range 0.3965 to 1.8314 e
  largest change of Born charge 0.0997 e
  loop charge 1.00000 e
one-molecule cell: length 0.28 nm, molecule depth 24.0 eV
  proton depth 12 eV: charge 1.00000 e, gap 6.08 eV
  proton depth 48 eV: charge -1.00000 e, gap 12.69 eV
  gap at equal depths, R = L/2, k = pi/L: 1.6e-13 eV
  small loop: amplitudes 0.05 nm and 10 eV
  small loop: charge 2.00000 e, gap 5.09 eV
k=0 response only: one-molecule cell 0.8704 e
k=0 response only: three-molecule cell 0.989277 e
temperature 300 K, thermal proton speed 0.00157 nm/fs
non-adiabatic parameter hbar v/(width*gap) 2.7e-03
log10 of thermal carrier factor exp(-gap/2kT) -64.5
free-proton quantum spread 0.0116 nm
  smoothed Born charge range 0.3993 to 1.8147 e
bare Coulomb energy at 0.28 nm 5.14 eV
finished without a failed check
```
